# Tutorial sheet: the electron-loop Uehling term in the 2P–2S splitting of muonic hydrogen

## Problem

A negative muon is bound to a point proton ($Z=1$). Take $\hbar=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$, electron mass $m$, reduced mass $m_r=m_\mu m_p/(m_\mu+m_p)$, Bohr radius $a=1/(Z\alpha m_r)$ and $\beta=ma$.

(a) Compute the renormalized one-loop vacuum polarization $\hat\Pi$ due to an electron loop and write it as an integral over the mass of the virtual pair.

(b) Find the resulting correction $\delta V(r)$ to the Coulomb potential.

(c) To first order in $\delta V$, with Schrödinger–Coulomb wave functions, reduce $\Delta E=E(2P)-E(2S)$ to one integral.

(d) Evaluate it in meV.

## Hints

1. The gauge-invariant tensor $\Pi^{\mu\nu}$ contains one scalar function, so its trace is enough.
2. Everything that depends on the regulator is a polynomial of degree two in $q$. Subtract it and fix it by physical conditions.
3. After one Feynman parameter $x$, set $x=(1+v)/2$, integrate by parts, and then put $1-v^2=1/u^2$.
4. A term $1/(\mathbf q^2+\mu^2)$ is a Yukawa potential. Its 2S and 2P expectation values share a denominator.
5. The substitution $u=1/\cos\theta$ gives a smooth integrand on a finite interval.

## Solution

### (a) The loop

With vertices $-ie\gamma^\mu$, propagators $i(\not k+m)/(k^2-m^2)$, a factor $-1$ for the closed fermion loop and $k'=k+q$, the prefactor is $-(-ie)^2i^2=-e^2$:

$$i\Pi^{\mu\nu}=-e^2\int\!\frac{d^4k}{(2\pi)^4}\frac{T^{\mu\nu}}{(k^2-m^2)(k'^2-m^2)},\qquad T^{\mu\nu}=\mathrm{tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not k'+m)].$$

Traces of an odd number of $\gamma$ matrices vanish, $\mathrm{tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$, and $\mathrm{tr}\,\gamma^\mu\gamma^\alpha\gamma^\nu\gamma^\beta=4(g^{\mu\alpha}g^{\nu\beta}-g^{\mu\nu}g^{\alpha\beta}+g^{\mu\beta}g^{\alpha\nu})$. Hence

$$T^{\mu\nu}=4\left[k^\mu k'^\nu+k'^\mu k^\nu-g^{\mu\nu}(k\cdot k'-m^2)\right],\qquad T^\mu{}_\mu=-8\,k\cdot k'+16m^2 .$$

The integrand falls as $k^{-2}$, and each derivative with respect to $q$ adds a power $k^{-1}$. After three derivatives the integral converges, so the regulator can affect only a polynomial $A g^{\mu\nu}+Bq^2g^{\mu\nu}+Cq^\mu q^\nu$. The remainder, defined by removing the Taylor terms through order $q^2$, is transverse. To see this, write $S(k)=1/(\not k-m)$ and $\not q=(\not k'-m)-(\not k-m)$, so that $S(k')\not qS(k)=S(k)-S(k')$. The contraction $q_\mu\Pi^{\mu\nu}$ is then proportional to $\int d^4k\,\mathrm{tr}\,\gamma^\nu[S(k)-S(k+q)]$. Its terms of order $q^4$ and higher, which correspond to the remainder, are total $k$-derivatives falling at least as $k^{-5}$ and integrate to zero. Gauge invariance demands $A=0$ and $C=-B$ for the polynomial as well, so

$$\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi(q^2),\qquad \Pi^\mu{}_\mu=3q^2\,\Pi .$$

The constant $B$ is $\Pi(0)$ and only rescales the charge. Defining $\alpha$ as the coupling at $q^2=0$ replaces $\Pi$ by $\hat\Pi=\Pi-\Pi(0)$.

For spacelike $q^2=-Q^2$ rotate $k^0=ik_4$. Then $d^4k=i\,d^4k_E$, $k\cdot k'\to-k\cdot k'$, and the denominators become $(-D)(-D')$ with $D=k_E^2+m^2$. The factors $i$ cancel, $-3Q^2\Pi=-e^2\int(\dots)$, and

$$\hat\Pi=\frac{e^2}{3Q^2}\int\!\frac{d^4k_E}{(2\pi)^4}\left[\frac{8\,k\cdot k'+16m^2}{DD'}\right]_{\rm sub},\tag{1}$$

where "sub" removes the Taylor terms through $Q^2$. From $Q^2=(k'-k)^2$ one has $2k\cdot k'=D+D'-2m^2-Q^2$, so the numerator is $4D+4D'+8m^2-4Q^2$. The pieces $4/D'$ and $4/D$ depend on a single momentum, and the total-derivative argument above removes them. What is left is $(8m^2-4Q^2)\,\mathcal B$ with $\mathcal B=\int d^4k_E\,(2\pi)^{-4}/(DD')$.

Use $1/(DD')=\int_0^1dx\,[(1-x)D+xD']^{-2}$ and complete the square: $(1-x)D+xD'=\ell^2+\Delta$, with $\ell=k+xQ$ and $\Delta=m^2+x(1-x)Q^2$. The divergence is logarithmic, so the shift to $\ell$ is allowed. With $y=\ell^2$ and $d^4\ell=\pi^2y\,dy$,

$$\frac{\partial}{\partial\Delta}\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2+\Delta)^2}=-\frac{2}{16\pi^2}\int_0^\infty\!\frac{y\,dy}{(y+\Delta)^3}=-\frac{1}{16\pi^2\Delta}.$$

Integrating from $m^2$ to $\Delta$ gives $\mathcal B=\mathcal B(0)-L/16\pi^2$ with $L=\int_0^1dx\,\ln[1+x(1-x)Q^2/m^2]$. The term $(8m^2-4Q^2)\mathcal B(0)$ is subtracted entirely. Since $L=Q^2/6m^2+O(Q^4)$, we have $(Q^2-2m^2)L=-Q^2/3+O(Q^4)$, and the subtraction adds $+Q^2/3$. With $4e^2/(3\cdot16\pi^2)=\alpha/3\pi$,

$$\hat\Pi=\frac{\alpha}{3\pi}\left[\Big(1-\frac{2m^2}{Q^2}\Big)L+\frac13\right].\tag{2}$$

Set $x=(1+v)/2$, so that $x(1-x)=(1-v^2)/4$ and, by evenness in $v$, $\int_0^1dx\to\int_0^1dv$. Let $N=4m^2+(1-v^2)Q^2$. Then $L=\int_0^1dv\,\ln(N/4m^2)$. Integrate by parts with antiderivative $v$; the boundary term vanishes because $v=0$ at one end and the logarithm is zero at the other. This gives $L=\int_0^1dv\,2v^2Q^2/N$. Writing $1/3=\int_0^1v^2\,dv$ and using the common denominator $N$,

$$\Big(1-\frac{2m^2}{Q^2}\Big)L+\frac13=\int_0^1\!dv\,\frac{v^2\,[2Q^2-4m^2+N]}{N}=\int_0^1\!dv\,\frac{v^2(3-v^2)\,Q^2}{N}.$$

The same integration by parts, with antiderivative $v-v^3/3$, turns $(2\alpha/\pi)\int_0^1dx\,x(1-x)\ln[1+x(1-x)Q^2/m^2]$ into $\alpha/3\pi$ times this integral, so that form equals (2).

Now put $1-v^2=1/u^2$. Then $v=\sqrt{u^2-1}/u$, $dv=du/(u^3v)$, $Q^2/N=u^2Q^2/(4m^2u^2+Q^2)$ and $3-v^2=2+1/u^2$, so

$$v^2\Big(1-\frac{v^2}3\Big)u^2\,dv=\frac23\,w(u)\,du,\qquad w(u)=\Big(1+\frac1{2u^2}\Big)\frac{\sqrt{u^2-1}}{u^2},\tag{3}$$

$$\hat\Pi(Q^2)=\frac{2\alpha}{3\pi}\int_1^\infty\!du\,w(u)\,\frac{Q^2}{Q^2+4m^2u^2}.\tag{4}$$

The denominator vanishes at $q^2=t\equiv(2mu)^2$, so $\sqrt t=2mu$ is the invariant mass of the pair, starting at the threshold $2m$. Because $w\ge0$, $\hat\Pi$ is positive and grows with $Q^2$. The numerical check tests (2) and (4) against a direct four-dimensional quadrature of (1); at $Q^2=4m^2$ both roads give $\hat\Pi=0.19326127\,\alpha/\pi$.

### (b) The potential

One insertion in the photon line gives $(-ig/q^2)(i\Pi)(-ig/q^2)$. The $q^\mu q^\nu$ part drops against conserved currents, and the propagator becomes $(-ig_{\mu\nu}/q^2)(1+\hat\Pi)$. At leading nonrelativistic order the exchange is static, $Q^2=\mathbf q^2$, and the Coulomb potential $-4\pi Z\alpha/\mathbf q^2$ acquires $\delta V(\mathbf q)=-4\pi Z\alpha\,\hat\Pi/\mathbf q^2$. In (4) the factor $Q^2$ cancels. The angular integral followed by the residue at $q=i\mu$ gives

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{i\mathbf q\cdot\mathbf r}}{q^2+\mu^2}=\frac1{\pi r}\,\mathrm{Im}\int_{-\infty}^\infty\!\frac{q\,e^{iqr}dq}{q^2+\mu^2}=\frac{e^{-\mu r}}r ,$$

and therefore

$$\delta V(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty\!du\,w(u)\,e^{-2mur}.\tag{5}$$

This is the Uehling potential. It has the sign of the Coulomb attraction and dies off beyond $1/2m$: the ratio $\delta V/V_{\rm Coulomb}$ is $0.7424$, $0.1186$ and $0.0240$ in units of $\alpha/\pi$ at $mr=0.1$, $0.5$ and $1$. A probe inside the polarization cloud sees less screening than the one that defined $\alpha$ at large distance.

### (c) Matrix elements

With $x=r/a$ and energies in units of $m_r(Z\alpha)^2=Z\alpha/a$, the radial equation for $\chi=xR$ is $-\tfrac12\chi''+[l(l+1)/2x^2-1/x]\chi=\epsilon\chi$. For $\chi=p\,e^{-x/2}$, $\chi''=(p''-p'+p/4)e^{-x/2}$. For $l=0$ and $p=x-x^2/2$, the left side is $(1-x/2-p/8-1+x/2)e^{-x/2}=-\chi/8$. For $l=1$ and $p=x^2$, it is $(-1+x-p/8+1-x)e^{-x/2}=-\chi/8$. Using $\int_0^\infty x^ne^{-sx}dx=n!/s^{n+1}$, the norms are $2-6+6=2$ and $24$, so

$$R_{20}^2=\frac{(1-x/2)^2e^{-x}}{2a^3},\qquad R_{21}^2=\frac{x^2e^{-x}}{24a^3}.$$

The two levels are degenerate, but $\delta V$ is central and spin-independent, so it is already diagonal in $l$, $m_l$ and spin, and the first-order shifts are expectation values, the same for both $j$ of 2P. For a Yukawa term let $\lambda=\mu a$ and $s=1+\lambda$:

$$\Big\langle\frac{e^{-\mu r}}r\Big\rangle_{2S}=\frac1{2a}\Big[\frac1{s^2}-\frac2{s^3}+\frac{3}{2s^4}\Big]=\frac{2s^2-4s+3}{4as^4}=\frac{1+2\lambda^2}{4a(1+\lambda)^4},$$

$$\Big\langle\frac{e^{-\mu r}}r\Big\rangle_{2P}=\frac{1}{24a}\,\frac{6}{s^4}=\frac1{4a(1+\lambda)^4}.$$

The 2S value exceeds the 2P value by $\lambda^2/[2a(1+\lambda)^4]$. The minus sign in (5) lowers 2S more than 2P, so $\Delta E>0$. With $\mu=2mu$, $\lambda=2\beta u$, and $\tfrac23\cdot\tfrac12=\tfrac13$,

$$\Delta E=m_r(Z\alpha)^2\,\frac\alpha\pi\,J(\beta),\qquad J=\frac13\int_1^\infty\!du\,w(u)\,\frac{\lambda^2}{(1+\lambda)^4}.\tag{6}$$

The kernel vanishes as $\lambda\to0$ because a long-range term only rescales the Coulomb potential, and $\langle1/r\rangle=1/4a$ in both states. Its logarithmic derivative is $2/\lambda-4/(1+\lambda)=2(1-\lambda)/[\lambda(1+\lambda)]$, so it peaks at $\lambda=1$, where the Yukawa range equals $a$.

### (d) Numbers

For $u=1/\cos\theta$ one has $v=\sin\theta$ and $\lambda^2/(1+\lambda)^4=4\beta^2\cos^2\theta/(\cos\theta+2\beta)^4$. Reading (3) from right to left and using $u^2\cos^2\theta=1$,

$$J=2\beta^2\int_0^{\pi/2}\!d\theta\,g(\theta),\qquad g=\frac{\sin^2\theta\,(1-\tfrac13\sin^2\theta)\cos\theta}{(\cos\theta+2\beta)^4}.$$

The inputs are $\alpha=7.2973526\times10^{-3}$, $m=0.51099895$ MeV, $m_\mu=105.658376$ MeV and $m_p=938.272089$ MeV. Then

$$m_r=\frac{105.658376\times938.272089}{105.658376+938.272089}=94.964471\ \text{MeV},\qquad \beta=\frac{284.7475\ \text{fm}}{386.1593\ \text{fm}}=0.737384,$$

the two lengths being $a$ and $1/m$. The prefactor is $m_r\alpha^2\cdot\alpha/\pi=5056.9867\ \text{eV}\times2.3228195\times10^{-3}=11746.47$ meV. Six-point Gauss–Legendre quadrature with $2\beta=1.4747674$ uses

| $\theta$ (rad) | weight | $g$ |
|---|---|---|
| 0.053038 | 0.134558 | 0.0000749 |
| 0.266086 | 0.283341 | 0.0018400 |
| 0.597987 | 0.367499 | 0.0083536 |
| 0.972809 | 0.367499 | 0.0172243 |
| 1.304711 | 0.283341 | 0.0185145 |
| 1.517758 | 0.134558 | 0.0064780 |

The sum of weight times $g$ is $0.0160489$, so $J=1.0874694\times0.0160489=0.0174527$ and

$$\Delta E=11746.47\ \text{meV}\times0.0174527=205.0\ \text{meV}\quad(49.57\ \text{THz}).$$

Adaptive integration of (6) gives $205.0074$ meV, made up of separate shifts of $-219.584$ meV for 2S and $-14.577$ meV for 2P. The program, printed with its output after this sheet, tests the value in two further ways: in momentum space from the Feynman-parameter form of $\hat\Pi$ and the form factors of the densities ($J=0.017452684$ by both roads), and by diagonalizing the Coulomb Hamiltonian plus $\pm\delta V$, whose odd part gives $205.007$ meV.

Half of $J$ comes from $u<2.017$, that is from pair masses below $2.061$ MeV, about twice the threshold. For $\beta>1/2$ every $\lambda$ in (6) lies beyond the peak of the kernel, so $J$ falls as $\beta$ grows. Using $m_\mu$ in place of $m_r$ therefore errs twice in the same direction: the prefactor rises by the factor $m_\mu/m_r$, and $\beta$ drops to $0.66275$, which raises $J$. The outcome is $253.8$ meV, 24% above the reduced-mass value.

The four digits describe the term of order $\alpha(Z\alpha)^2m_r$ as defined above, not the whole splitting, whose measured size is roughly 0.2 eV. The second-order effect of $\delta V$, read from the even part of the diagonalization, adds $0.151$ meV. Relativistic corrections to this Uehling term are of relative order $(Z\alpha)^2$, a scale of $0.011$ meV with a coefficient not computed here. The two-loop polarization, the muon self-energy, the proton's size and the fine and hyperfine structure lie outside the model.

## Variation 1: ordinary hydrogen

Replace the muon by an electron and find the leading term of $J$ and its first correction.

Now $\beta=m/(\alpha m_r)=137.111$, so $\lambda\gg1$ throughout and $\lambda^2/(1+\lambda)^4=\lambda^{-2}-4\lambda^{-3}+O(\lambda^{-4})$. With $u=1/\cos\theta$, $w\,du=(1+\tfrac12c^2)(s^2/c)\,d\theta$, where $s=\sin\theta$ and $c=\cos\theta$. The moments are

$$\int\!\frac{w\,du}{u^2}=\frac13+\frac12\Big(\frac13-\frac15\Big)=\frac25,\qquad\int\!\frac{w\,du}{u^3}=\frac\pi{16}+\frac12\cdot\frac\pi{32}=\frac{5\pi}{64}.$$

Here $\int_0^{\pi/2}s^2c^2\,d\theta=\tfrac14\int\sin^22\theta\,d\theta=\pi/16$, and $\int s^2c^4=\int s^4c^2$ by symmetry while their sum is $\int s^2c^2$. Then

$$J=\frac13\Big[\frac{2/5}{4\beta^2}-\frac{4}{8\beta^3}\,\frac{5\pi}{64}\Big]+\dots=\frac1{30\beta^2}\Big[1-\frac{25\pi}{64\beta}+O(\beta^{-2})\Big].$$

The leading term is a contact interaction. At small $Q$, (4) gives $\hat\Pi\to(2\alpha/3\pi)(2/5)Q^2/4m^2=\alpha Q^2/15\pi m^2$, so $\delta V\to-(4Z\alpha^2/15m^2)\,\delta^3(\mathbf r)$. With $|\psi_{2S}(0)|^2=R_{20}^2(0)/4\pi=1/8\pi a^3$ and $\psi_{2P}(0)=0$ this reproduces $J=1/30\beta^2$. The contact value is $27.08$ MHz and (6) gives $26.84$ MHz. The ratio of the full $J$ to the contact value is $0.99111$ against $0.99105$ from the bracket, and the program tests that the difference is below $2/\beta^2$. These digits belong to the nonrelativistic model (6). Dirac–Coulomb wave functions with the reduced mass raise the value by about $0.01$ MHz, to $26.85$ MHz, a relative change of $4\times10^{-4}$ that exceeds the $O(\beta^{-2})$ term of the bracket.

Since $\lambda^2/(1+\lambda)^4<\lambda^{-2}$ and $w\ge0$, the contact value is an upper bound on $J$ for every $\beta$. In muonic hydrogen it gives $720.1$ meV, $3.51$ times the result of (6). The two-term bracket is useless there: $25\pi/64\beta=1.66$ makes it negative, while $J>0$. The full series in $1/\beta$ still converges, because $\lambda\ge2\beta>1$ throughout (6), but slowly: the ratio of successive terms tends in magnitude to $1/2\beta=0.68$.

## Variation 2: a light loop particle

Find $J$ for $\beta\to0$ and explain the result in position space.

Change the variable to $\lambda$: $w\,du=[uw(u)]\,d\lambda/\lambda$. From (3), $uw=v(3-v^2)/2$, which rises from 0 to 1 on $0\le v\le1$. At fixed $\lambda$, $\beta\to0$ sends $u\to\infty$ and $uw\to1$, and the bound $uw\le1$ permits the limit under the integral:

$$J\to\frac13\int_0^\infty\!\frac{\lambda\,d\lambda}{(1+\lambda)^4}=\frac13\Big(\frac12-\frac13\Big)=\frac1{18}.$$

The same bound shows $J<1/18$ for all $\beta$. With the muonic-hydrogen prefactor this limit is $652.6$ meV, so the actual atom lies a factor of 3.5 below the contact bound and 3.2 below this one.

In position space, apply $r\,d/dr$ to the integral in (5). It gives $-\int_1^\infty du\,[uw]\,2mr\,e^{-2mur}\to-1$ for $mr\ll1$, so the integral is $-\ln x$ plus a constant that grows as $\ln(1/\beta)$, and $\delta V=(Z\alpha/r)(2\alpha/3\pi)(\ln x-\text{const})$. The constant shifts each level by a logarithmically large amount and cancels in $\Delta E$, because $\langle1/r\rangle$ is common to both. For the rest, $\int_0^\infty x^ne^{-x}\ln x\,dx=\Gamma'(n+1)=n!\,(H_n-\gamma)$, where $H_n=1+\dots+1/n$; this follows from the logarithmic derivative of $\Gamma(z+1)=z\Gamma(z)$ with $\Gamma'(1)=-\gamma$. Then

$$\Big\langle\frac{\ln x}x\Big\rangle_{2P}=\frac{6}{24}\cdot\frac{11}6-\frac\gamma4=\frac{11}{24}-\frac\gamma4,\qquad\Big\langle\frac{\ln x}x\Big\rangle_{2S}=\frac12\Big[1-2\cdot\frac32+\frac64\cdot\frac{11}6\Big]-\frac\gamma4=\frac9{24}-\frac\gamma4,$$

and $J=\tfrac23\cdot\tfrac2{24}=\tfrac1{18}$. For a muon, small $\beta=m/(Z\alpha m_r)$ requires large $Z$, and since $a\propto1/Z$, both the ratio of the nuclear radius to $a$ and the relative correction $(Z\alpha)^2$ grow with $Z$, so the point nucleus and the nonrelativistic wave functions assumed in (6) become less accurate as the limit is approached.

## Table of computed values

```
Q^2/m_e^2 =  0.5: Pi/(alpha/pi) loop 0.03166957, spectral 0.03166957
Q^2/m_e^2 =  4.0: Pi/(alpha/pi) loop 0.19326127, spectral 0.19326127
Q^2/m_e^2 = 25.0: Pi/(alpha/pi) loop 0.58590608, spectral 0.58590608
small-Q slope of Pi/(alpha/pi) = 0.06666 m_e^-2
m_e r = 0.1: dV/V_Coulomb = 0.742401 alpha/pi (Fourier 0.742401)
m_e r = 0.5: dV/V_Coulomb = 0.118622 alpha/pi (Fourier 0.118622)
m_e r = 1.0: dV/V_Coulomb = 0.023955 alpha/pi (Fourier 0.023955)
alpha = 7.2973525643e-03, 1/alpha = 137.035999
m_e = 0.51099895 MeV, m_mu = 105.658376 MeV, m_p = 938.272089 MeV
m_r = 94.964471 MeV, m_r/m_e = 185.8408
a = 284.7475 fm, 1/m_e = 386.1593 fm
beta = 0.7373837, 2 beta = 1.4747674, 2 beta^2 = 1.0874694
m_r alpha^2 = 5056.9867 eV, alpha/pi = 2.3228195e-03
prefactor m_r alpha^2 alpha/pi = 11746.4672 meV
Gauss node theta = 0.053038 rad, weight = 0.134558, g = 0.0000749
Gauss node theta = 0.266086 rad, weight = 0.283341, g = 0.0018400
Gauss node theta = 0.597987 rad, weight = 0.367499, g = 0.0083536
Gauss node theta = 0.972809 rad, weight = 0.367499, g = 0.0172243
Gauss node theta = 1.304711 rad, weight = 0.283341, g = 0.0185145
Gauss node theta = 1.517758 rad, weight = 0.134558, g = 0.0064780
six-point sum = 0.0160489, J = 0.0174527, dE = 205.007 meV
J spectral = 0.017452684, J momentum space = 0.017452684
shift 2S = -219.5840 meV, shift 2P = -14.5766 meV
E(2P)-E(2S) = 205.0074 meV = 49.5706 THz
diagonalization, odd part = 205.007 meV
second-order Uehling term of 2P-2S = 0.151 meV
median spectral point u = 2.017, sqrt(t) = 2.061 MeV
with m_mu for m_r: beta = 0.66275, dE = 253.83 meV
contact formula: J = 0.06130, dE = 720.1 meV, ratio 3.51
massless-electron limit: J = 0.05556, dE = 652.6 meV
hydrogen: beta = 137.111, J/contact = 0.99111, 1 - 25 pi/(64 beta) = 0.99105
hydrogen 2P-2S: 26.84 MHz, contact 27.08 MHz
size of relativistic terms, alpha^2 dE = 0.011 meV
```
